# The Rashba coefficient from the eight-band model: valence-edge gradients and interfaces

## 1. What symmetry fixes

Take a quantum well grown along $z$, with an electron free to move in the plane with wave vector $(k_x,k_y)$. I look for the spin splitting of its lowest conduction level to first order in $k_x,k_y$.

Time reversal flips both spin and wave vector. It forbids a term in $k$ alone and a term in $\sigma$ alone, so the candidates are products $\sigma_i k_j$. If the model is isotropic in the plane, rotations about $z$ remove $\sigma_z k_j$ and leave two combinations,
$$\sigma_xk_x+\sigma_yk_y,\qquad \sigma_xk_y-\sigma_yk_x .$$
The mirror $x\to-x$ reverses $k_x$. Spin is an axial vector, so the same mirror keeps $\sigma_x$ and reverses $\sigma_y$. The first combination changes sign and is forbidden; the second survives:
$$H_R=\alpha\,(\sigma_xk_y-\sigma_yk_x).$$

The mirror $z\to-z$ keeps $k_x,k_y$ and reverses $\sigma_x,\sigma_y$, so $\alpha$ must change sign when the structure is reflected. It has to be built from something odd in $z$, such as a potential gradient. Its dimension is energy times length. With an interband coupling $P$ (energy times length) and a gap $E_g$, a natural candidate is
$$\alpha\sim\frac{P^2}{E_g^2}\times(\text{mean potential gradient}).$$
Symmetry does not say which gradient.

## 2. Simple case: one band with uniform mass

The obvious choice is the gradient of the conduction edge $E_c(z)$, offsets included. For a uniform mass, with $\mu=\hbar^2/2m$, the real bound-state envelope $F$ obeys
$$-\mu F''+(E_c-E)F=0 .$$
Multiply by $2F'$, using $2F'F''=(F'^2)'$ and $2FF'=(F^2)'$:
$$-\mu\,(F'^2)'+(E_c-E)(F^2)'=0 .$$
Integrate over all $z$. The first term vanishes because $F'\to0$ at both ends. Integrating the second by parts leaves
$$\int F^2E_c'\,dz=0 .$$
A bound electron feels no mean force, however asymmetric the well. If this gradient set $\alpha$, there would be no Rashba splitting at this level of description. The valence bands must therefore be treated explicitly.

## 3. Eight bands in a uniform crystal

The basis is one $s$-like function $S$ and three $p$-like functions $X,Y,Z$, each with two spins. The edges are $E_c$ for the conduction band, $E_v$ for the upper (fourfold) valence edge and $E_v-\Delta$ for the split-off edge. With a suitable phase of $S$, the coupling between $S$ and $X_j$ is $Pk_j$ with $P$ real. I take $P$ uniform and keep the free-electron term $\mu_0k^2$, $\mu_0=\hbar^2/2m_0$, in the conduction band. Remote-band terms in the valence block, strain and bulk inversion asymmetry are left out.

Let $L$ be the orbital angular momentum of the $p$ functions, $L=1$ in units of $\hbar$. From $L\cdot\sigma=J^2-L^2-S^2$,
$$j=\tfrac32:\ \tfrac{15}{4}-2-\tfrac34=1,\qquad j=\tfrac12:\ \tfrac34-2-\tfrac34=-2 .$$
The valence block is thus
$$H_v=E_v-\frac{\Delta}{3}+\frac{\Delta}{3}L\cdot\sigma ,$$
with eigenvalues $E_v$ and $E_v-\Delta$. The projectors on the two multiplets are $(2+L\cdot\sigma)/3$ and $(1-L\cdot\sigma)/3$, as inserting $1$ and $-2$ confirms.

Let $\psi$ be the conduction spinor and $v_j$ the valence spinors. The coupled equations are
$$(E_c+\mu_0k^2)\psi+P\sum_i k_iv_i=E\psi,\qquad Pk_i\psi+\sum_j(H_v)_{ij}v_j=Ev_i .$$
The second gives $v_i=P\sum_jG_{ij}k_j\psi$ with $G=(E-H_v)^{-1}$. Define
$$a=\frac1{E-E_v},\qquad b=\frac1{E-E_v+\Delta},\qquad \beta=a-b .$$
The projectors give $G=\tfrac13[(2+L\cdot\sigma)a+(1-L\cdot\sigma)b]$. In the Cartesian basis $(L_m)_{ij}=-i\varepsilon_{ijm}$, so
$$G_{ij}=\frac{2a+b}{3}\,\delta_{ij}-\frac{i}{3}\,\beta\sum_m\varepsilon_{ijm}\sigma_m .$$
Inserting $v_i$ in the first equation,
$$H(E)=E_c+\mu_0k^2+P^2\sum_{ij}k_iG_{ij}k_j .$$

In a uniform crystal the $k_i$ commute with $G$. The antisymmetric part then cancels against the symmetric product $k_ik_j$, and what remains is $E_c+\mu k^2$ with
$$\mu=\mu_0+\frac{P^2}{3}(2a+b).$$
This is the expected limit: a light electron and no spin splitting.

## 4. Edges that vary along z

Now let $E_c,E_v,\Delta$ depend on $z$, with the electrostatic energy $\varphi(z)$ included in $E_c$ and $E_v$. The elimination is unchanged, because $H_v$ contains no derivatives and is inverted point by point. I assume $E>E_v(z)$ everywhere, so that $a$ and $b$ stay finite. The difference is that $k_z=-i\,d/dz$ no longer commutes with $a$ and $b$.

The symmetric part of $G$ gives the kinetic operator $\sum_ik_i\mu k_i$. The antisymmetric part is
$$-\frac{iP^2}{3}\sum_{ijm}\varepsilon_{ijm}\,k_i\beta k_j\,\sigma_m .$$
The pair $(x,y)$ cancels, since $k_x$ and $k_y$ commute with $\beta(z)$. The other pairs are
$$\sigma_y:\ k_z\beta k_x-k_x\beta k_z=[k_z,\beta]k_x,\qquad
\sigma_x:\ k_y\beta k_z-k_z\beta k_y=-[k_z,\beta]k_y .$$
With $[k_z,\beta]=-i\beta'$ their sum is $-i\beta'(k_x\sigma_y-k_y\sigma_x)$. The prefactor supplies another $-i$, and $(-i)(-i)=-1$, so the term is
$$\frac{P^2}{3}\,\beta'(z)\,(\sigma_xk_y-\sigma_yk_x).$$
This is the form required by symmetry, with its sign. If $\Delta=0$ everywhere, then $a=b$ and it vanishes, as it must without spin-orbit coupling.

## 5. The level shift and the right normalization

$H(E)$ depends on the energy sought, so ordinary perturbation theory needs one change. Let $E_0$ and $F$ solve the problem at $k_x=k_y=0$. Set $E=E_0+\delta E$, project on the unperturbed state and keep first order. The change of the wave function drops out because $H(E_0)$ is Hermitian:
$$\delta E\left(\int F^2dz-\Big\langle\frac{\partial H}{\partial E}\Big\rangle\right)=\langle H_R\rangle .$$
Since $\partial a/\partial E=-a^2$ and $\partial b/\partial E=-b^2$,
$$-\Big\langle\frac{\partial H}{\partial E}\Big\rangle=\frac{P^2}{3}\int(2a^2+b^2)F'^2\,dz .$$
The valence components are $v_i=PG_{iz}k_zF$. Their norm contains $(G^2)_{zz}=(2a^2+b^2)/3$, which gives the same integral. The bracket is therefore the norm of all eight components. Setting it to one,
$$\boxed{\ \alpha=\frac{P^2}{3}\int F^2\,\frac{d\beta}{dz}\,dz\ }$$
The operator $\sigma_xk_y-\sigma_yk_x$ has eigenvalues $\pm k$, so the splitting is $2|\alpha|k$.

For a well symmetric about its centre, $F^2$ is even and $\beta'$ is odd, hence $\alpha=0$, in accord with Section 1.

## 6. Which gradient it is

Differentiate at fixed $E$: $a'=E_v'a^2$ and $b'=(E_v'-\Delta')b^2$. Then
$$\beta'=E_v'\,(a^2-b^2)+\Delta'\,b^2 .$$
The gradients of the valence edge and of the spin-orbit splitting appear; $E_c'$ does not. The conduction edge acts indirectly, through $E$ and the shape of $F$.

At a heterointerface $E_v$ and $\Delta$ jump. Treat the jump as a graded layer whose width goes to zero. The flux $J=\mu F'$ stays finite, so $F$ is continuous and can be taken out of the integral:
$$\alpha_{\rm int}=\frac{P^2}{3}\,F^2(z_i)\,\big[\beta(z_i^+)-\beta(z_i^-)\big].$$
It is the jump of $\beta$ that counts, since $a$ and $b$ themselves change across the step. This is an envelope-function result; bonding at the interface can add terms that this model does not contain.

## 7. The force balance with a varying mass

Section 2 assumed a uniform mass, but $\mu$ now depends on $z$. The equation at $k_x=k_y=0$ is $-J'+(E_c-E)F=0$. Multiply by $2F'=2J/\mu$:
$$-\frac{(J^2)'}{\mu}+(E_c-E)(F^2)'=0 .$$
Integrating both terms by parts,
$$\int F^2E_c'\,dz=\int J^2\Big(\frac1\mu\Big)'dz=-\int\mu'F'^2\,dz .$$
Here
$$\mu'=\frac{P^2}{3}\left[2a^2E_v'+b^2(E_v'-\Delta')\right].$$
By Section 5, $(P^2/3)\,2a^2F'^2$ and $(P^2/3)\,b^2F'^2$ are the densities of the state in the upper and split-off valence multiplets. So $\int\mu'F'^2dz$ is the mean edge gradient felt by the valence components. What vanishes is the total over all eight components. The conduction part vanishes by itself when $\mu$ is uniform, which recovers Section 2.

Below, $\langle X'\rangle$ means $\int F^2X'dz$ with the eight-component normalization. A force is minus such a gradient.

## 8. First limit: wide gaps

Multiply $E_g$, $\Delta$ and $P^2$ by a large factor $s$, keeping the electrostatic potential and all offsets fixed. The band-edge mass is unchanged, but $\mu$ becomes uniform and the valence weight goes to zero.

Let both barriers have $E_c$ higher by $\Delta E_c$, $E_v$ lower by $\Delta E_v$ and $\Delta$ lower by $\delta$ than the well. Going up in $z$, $E_c$ steps down at the left interface and up at the right one, so
$$\langle E_c'\rangle=\langle\varphi'\rangle-\Delta E_c\,(F_L^2-F_R^2)\to0
\quad\Rightarrow\quad F_L^2-F_R^2=\frac{\langle\varphi'\rangle}{\Delta E_c}.$$
The valence edge steps the other way:
$$\langle E_v'\rangle=\langle\varphi'\rangle+\Delta E_v(F_L^2-F_R^2)=\Big(1+\frac{\Delta E_v}{\Delta E_c}\Big)\langle\varphi'\rangle .$$
The interface force that cancels the field in the conduction band adds to it in the valence band. Likewise $\langle\Delta'\rangle=\delta\,\langle\varphi'\rangle/\Delta E_c$. With $a\to x=1/E_g$ and $b\to y=1/(E_g+\Delta)$, using the values in the well,
$$\alpha\to\frac{P^2}{3}\langle\varphi'\rangle\left[(x^2-y^2)\Big(1+\frac{\Delta E_v}{\Delta E_c}\Big)+y^2\frac{\delta}{\Delta E_c}\right].$$
Since $P^2\propto s$ and $x,y\propto1/s$, $\alpha$ falls as $1/s$.

## 9. Second limit: a valence edge that follows rigidly

Let $E_v=E_c-E_g$ with uniform $E_g$ and $\Delta$. Then $\langle E_v'\rangle=\langle E_c'\rangle$ and the leading term cancels. To find the remainder, write $V=E_c$ and $\epsilon=E-V$, and expand $a^2\approx x^2-2x^3\epsilon$ and $b^2\approx y^2-2y^3\epsilon$:
$$\beta'\approx V'\left[(x^2-y^2)-2(x^3-y^3)\epsilon\right].$$
Two averages are needed. With $K=\int F'^2V'dz$, Section 7 gives
$$\langle V'\rangle\approx-\frac{P^2}{3}(2x^2+y^2)K .$$
For the other, use $(\epsilon^2)'=-2\epsilon V'$, then $\epsilon F=-\mu F''$, which suffices at this order:
$$\int F^2\epsilon V'dz=\int FF'\epsilon^2dz=-\frac\mu2\int\epsilon(F'^2)'dz=-\frac\mu2K .$$
Therefore
$$\alpha\approx\frac{P^2}{3}K\left[\mu(x^3-y^3)-\frac{P^2}{3}(x^2-y^2)(2x^2+y^2)\right].$$
Insert $\mu=\mu_0+(P^2/3)(2x+y)$. The terms in $P^2/3$ combine as
$$(2x^4+x^3y-2xy^3-y^4)-(2x^4-x^2y^2-y^4)=xy(x-y)(x+2y),$$
so that
$$\alpha\approx\frac{P^2}{3}K\left[\mu_0(x^3-y^3)+\frac{P^2}{3}xy(x-y)(x+2y)\right].$$
This falls as $1/s^2$. An asymmetric well with rigid edges loses the leading order and keeps a remainder proportional to $K$. This remainder is in general nonzero, but $K$ can have either sign, and a field can cancel the effect of unequal barriers. With the field and left barrier of Section 10, rigid edges and $s=20$, $\alpha$ passes through zero when the right barrier is raised to about 0.79 eV.

## 10. Numbers for one well

Electronvolts and nanometres are the natural units here. Take round model parameters: in the well $E_g=0.5$ eV, $\Delta=0.4$ eV and $P^2=20\ \text{eV}\times\mu_0=0.762\ \text{eV}^2\,\text{nm}^2$, so the band-edge mass is $0.0285\,m_0$. The well is 10 nm wide and $\varphi$ rises linearly by 0.1 eV across it, staying constant outside. Both barriers have $\Delta E_c=0.5$ eV, $\Delta E_v=0.3$ eV and $\delta=0.1$ eV.

Solving the scalar equation by shooting, with exponential tails in the barriers, gives $E=0.1098$ eV above the conduction edge at the left side of the well. The conduction components carry 93.8% of the norm. At the interfaces $F_L^2=0.0365$ and $F_R^2=0.0138\ \text{nm}^{-1}$: the electron leans to the left, where its potential energy is lower.

The mean gradients, in meV/nm, follow from $\langle\varphi'\rangle=9.03$ and $F_L^2-F_R^2=0.0227\ \text{nm}^{-1}$:
$$\langle E_c'\rangle=9.03-500(0.0227)\approx-2.32,\qquad
\langle E_v'\rangle=9.03+300(0.0227)\approx15.8 .$$
The first is not zero. Its balance is the gradient of $+2.32$ meV/nm felt by the valence components. In this narrow-gap well the uniform-mass theorem is a poor guide to the conduction part alone.

For the left interface, $E-E_v$ is 0.610 eV on the well side and 0.910 eV on the barrier side, and
$$\beta_{\rm well}-\beta_{\rm barrier}=\Big(\frac1{0.610}-\frac1{1.010}\Big)-\Big(\frac1{0.910}-\frac1{1.210}\Big)\approx0.377\ \text{eV}^{-1}.$$
Multiplying by $P^2/3=0.254$ and $F_L^2$ gives 3.50 meV nm. The right interface gives $-1.85$ meV nm and the field inside the well 4.73 meV nm:
$$\alpha=4.733+3.496-1.855\approx6.37\ \text{meV nm}=0.0044\ \text{hartree bohr}.$$
The interfaces supply about a quarter of the total. These digits belong to the model with uniform $P$. If $P^2$ in the barriers is 10% lower or higher, with the ordering $k_iPG_{ij}Pk_j$, $\alpha$ becomes 6.67 or 6.11 meV nm.

A direct route avoids the elimination. Put the conduction components on grid points and the valence components midway between them, and diagonalize the full eight-band matrix at $k=0.005\ \text{nm}^{-1}$. The splitting divided by $2k$, extrapolated from spacings of 0.1 and 0.05 nm, again gives 6.37 meV nm. Replacing $\beta'$ by $E_c'(a^2-b^2)$, with $a$ and $b$ fixed at the well centre, would give $-1.24$ meV nm, which has the wrong sign. The sign depends on holding $a$ and $b$ fixed, so this is a warning about that particular estimate.

## 11. Changing the valence edge alone

Keep $E_c(z)$ and $\Delta(z)$, but set $\Delta E_v=0$. The formula gives $\alpha=5.00$ meV nm instead of 6.37. Part of the change comes through $F$ and $E$, because the barrier mass depends on $E_v$ too.

A sharper case has no field and a symmetric $E_c(z)$, with 0.5 eV barriers on both sides. Let $\Delta$ be uniform and the valence offset 0.1 eV on the left and 0.5 eV on the right. The interface terms are $0.84$ and $-3.36$ meV nm, so $\alpha\approx-2.51$ meV nm, and the eight-band diagonalization gives the same value. This splitting comes from interfaces alone, and it is more sensitive to the terms left out in Section 3. A valence kinetic term $-\gamma\mu_0k^2$ with $\gamma$ between 1 and 2.5 raises its magnitude by about 4 to 7%, while it moves $\alpha$ of the original well by about 0.2%.

Here $\langle E_c'\rangle=+4.00$ meV/nm, although $E_c(z)$ is symmetric. The unequal valence offsets make the barrier masses unequal, and this shifts $F$. With $a$ and $b$ fixed at their values in the well, this positive gradient would give $\alpha$ the wrong sign.

The two limits can be followed by scaling the original well with $s=1000$. Then $\langle E_c'\rangle/\langle\varphi'\rangle=-0.0004$ and $\langle E_v'\rangle/\langle\varphi'\rangle=1.600$, where Section 8 gives $1+0.3/0.5=1.6$. The full formula and the limiting law both give $\alpha=11.36\ \mu\text{eV nm}$. With rigid edges and uniform $\Delta$ they give $-1.155$ and $-1.156$ neV nm, about ten thousand times smaller in magnitude. Doubling $s$ reduces $\alpha$ by factors of 2.00 and 4.00 respectively.

## 12. Range of the linear law

At $k=0.2\ \text{nm}^{-1}$ the linear law for the original well gives $2\alpha k=2.55$ meV. The eight-band matrix on the 0.05 nm grid gives 2.14 meV, lower by 16% of the linear value. The law is first order in $k$, and at this wave vector the higher orders are no longer small.

The derivation also assumes that $E$ lies above the valence edge everywhere. Broken-gap structures, where a neighbouring valence edge can lie above the level, are not treated here. Bulk inversion asymmetry adds spin terms whose form depends on the growth direction. In a zinc-blende well grown along [001], with $x$ and $y$ along the cube edges, the linear term is proportional to $\sigma_xk_x-\sigma_yk_y$, and the isotropy argument of Section 1 no longer applies. For growth along [111] the linear term has the same form as $H_R$, but its sign reverses when the growth direction is reversed, so it can either strengthen or weaken the splitting due to $\alpha$.

All numerical values are calculated from the stated model.
